# Which band's field sets the Rashba coefficient of a quantum well?

**Q:** I think the Rashba splitting of electrons in a quantum well should almost vanish. The splitting is a material constant times the electric field felt by the electron. In a bound state the mean force is zero, or the electron would accelerate. So the mean field is zero, and the Rashba coefficient with it.

**A:** Which force do you mean, in terms of band edges?

**Q:** The slope of the conduction-band edge $E_c(z)$, with the steps at the interfaces included. The applied field pushes the electron towards one barrier and that barrier pushes back.

**A:** That balance is real, though we shall have to correct it when the mass varies. The weak link is your starting premise: you assumed that the spin splitting responds to the slope of $E_c$. Let us derive what it responds to.

Take the eight-band Kane model. The conduction states are $S$-like with two spins. The valence states are $X,Y,Z$-like with two spins each. With $\mathbf k=-i\nabla$ and a real momentum matrix element $P$, the same in all layers, the coupling is $\langle S|H|X_j\rangle=iPk_j$. The valence block is

$$H_v=E_v-\frac{\Delta}{3}+\frac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma,\qquad (L_k)_{ij}=-i\varepsilon_{kij}.$$

Since $\mathbf L\cdot\boldsymbol\sigma=J^2-L^2-S^2$ in units of $\hbar$, it equals $15/4-2-3/4=1$ for $j=3/2$ and $3/4-2-3/4=-2$ for $j=1/2$. So $E_v$ is the $\Gamma_8$ edge and $E_v-\Delta$ the split-off $\Gamma_7$ edge. Both may depend on $z$. I leave out the free-electron and remote-band dispersion of the valence states.

**Q:** And you eliminate the valence components. Does that need the potential to vary slowly?

**A:** No. Within this model $H_v$ contains no derivatives, so it can be inverted point by point. The valence rows of $H\Psi=E\Psi$ give

$$\varphi_i=\sum_j G_{ij}(-iPk_j\psi),\qquad G=(E-H_v)^{-1},$$

where $\psi$ is the conduction envelope. Insert this in the conduction row, with $c_0=\hbar^2/2m_0$:

$$\Big[E_c+c_0k^2+P^2\sum_{ij}k_iG_{ij}k_j\Big]\psi=E\psi .$$

The projectors on $j=3/2$ and $j=1/2$ are $(2+\mathbf L\cdot\boldsymbol\sigma)/3$ and $(1-\mathbf L\cdot\boldsymbol\sigma)/3$. Write $u=E-E_v(z)$. Dividing each projector by its energy denominator gives $G=a+b\,\mathbf L\cdot\boldsymbol\sigma$ with

$$a=\frac13\Big(\frac2u+\frac1{u+\Delta}\Big),\qquad b=\frac13\Big(\frac1u-\frac1{u+\Delta}\Big).$$

The $a$ term is spin-independent and gives the effective mass. The $b$ term is

$$-iP^2\sum_{kij}\varepsilon_{kij}\,\sigma_k\,k_i\,b\,k_j .$$

**Q:** That is antisymmetric in $i$ and $j$, so it ought to cancel.

**A:** It would if $b$ were constant. But $k_z$ does not commute with $b(z)$:

$$k_zbk_y-k_ybk_z=[k_z,b]\,k_y=-ib'k_y .$$

For $\sigma_x$ the two terms are $\varepsilon_{xyz}=1$ and $\varepsilon_{xzy}=-1$, so the contribution is

$$-iP^2\sigma_x(k_ybk_z-k_zbk_y)=-iP^2\sigma_x(ib'k_y)=P^2b'\sigma_xk_y .$$

For $\sigma_y$, $\varepsilon_{yzx}=1$ and $\varepsilon_{yxz}=-1$ give

$$-iP^2\sigma_y(k_zbk_x-k_xbk_z)=-iP^2\sigma_y(-ib'k_x)=-P^2b'\sigma_yk_x .$$

The $\sigma_z$ part vanishes because $k_x$ and $k_y$ commute with $b(z)$. With $\beta=P^2b$ the spin term is therefore $\beta'(z)(\sigma_xk_y-\sigma_yk_x)$.

**Q:** Then I average $\beta'$ over the bound state?

**A:** Yes, with one point of care: the effective Hamiltonian depends on $E$. Add a small perturbation $\delta H$ and project the first-order equation on $\psi$:

$$\langle\delta H\rangle+\delta E\,\langle\partial_EH_{\rm eff}\rangle=\delta E\int\psi^2dz .$$

So $\delta E=\langle\delta H\rangle/N$ with $N=\int\psi^2dz-\langle\partial_EH_{\rm eff}\rangle$. Because $-\partial_EG=G^2$, the second part of $N$ is the integral of $|\varphi|^2$, and $N$ is the norm of all eight components. To first order in the in-plane wavevector,

$$H_R=\alpha(\sigma_xk_y-\sigma_yk_x),\qquad \alpha=\frac1N\int\psi^2\,\frac{d\beta}{dz}\,dz,$$

$$\beta=\frac{P^2}{3}\Big[\frac1{E-E_v}-\frac1{E-E_v+\Delta}\Big].$$

Inside a layer,

$$\frac{d\beta}{dz}=\frac{P^2}{3}\Big[\frac{E_v'}{(E-E_v)^2}-\frac{(E_v-\Delta)'}{(E-E_v+\Delta)^2}\Big].$$

These are the slopes of the two valence edges, with opposite signs. At an abrupt interface $\beta$ jumps, and the integral gives the jump times the continuous $\psi^2$ there.

**Q:** So $E_c'$ is simply absent.

**A:** It is absent from the operator. It still acts indirectly, because $E_c$ shapes $\psi$ and fixes $E$. Note also that without spin-orbit splitting $\beta=0$. For $\Delta\ll u$, $\beta\approx P^2\Delta/3u^2$, and its response to a rigid shift of the valence edges is $2P^2\Delta/3u^3$. At fixed $P$ and $\Delta$ a wide gap therefore suppresses the effect strongly.

**Q:** But an electrostatic field tilts all bands equally. Then $E_v'=E_c'$, and my zero comes back through the other door.

**A:** In the layers the slopes are equal. At the interfaces they are not. In a well where electrons and holes are both confined, $E_c$ steps up into the barrier and $E_v$ steps down. The interface force that cancels the applied one in the conduction band has the opposite sign in the valence band, so there it adds.

Now the balance itself. At zero in-plane wavevector the envelope obeys

$$-(A\psi')'+E_c\psi=E\psi,\qquad A=c_0+P^2a=\frac{\hbar^2}{2m(z,E)} .$$

Set $J=A\psi'$, which is continuous, and multiply by $\psi'=J/A$:

$$-\frac{(J^2)'}{2A}+\frac12(E_c-E)(\psi^2)'=0 .$$

Integrate by parts; the end terms vanish for a bound state. The first term becomes $\frac12\int(1/A)'J^2dz$ and the second $-\frac12\int E_c'\psi^2dz$. Hence

$$\int E_c'\psi^2dz=\int\Big(\frac1A\Big)'J^2dz .$$

**Q:** So my mean force is zero only for a uniform mass?

**A:** A uniform mass guarantees it. Otherwise the mass gradient leaves a remainder. For smooth edges with constant $\Delta$ it has a plain meaning. There $(1/A)'J^2=-A'\psi'^2$, and $A'\psi'^2=E_v'\,|\varphi|^2$, since

$$|\varphi|^2=\frac{P^2}{3}\Big[\frac2{u^2}+\frac1{(u+\Delta)^2}\Big]\psi'^2 .$$

So $\int(E_c'\psi^2+E_v'|\varphi|^2)dz=0$. The total force vanishes when each edge is weighted with its own population. The Rashba coefficient uses a different average: valence slopes weighted with the conduction density. Nothing forces that one to vanish.

**Q:** I would like to see numbers. How large is my mean force in a real type of structure?

**A:** Take a 10 nm well between 15 nm barriers, in a field of 0.05 MV/cm, so that the electron's potential energy rises by $eF=5$ meV/nm. The well gap is 0.80 eV. Going into the barrier, $E_c$ rises by 0.50 eV and $E_v$ falls by 0.20 eV. $\Delta$ is 0.33 eV in the well and 0.30 eV in the barrier, and $P^2=0.762$ eV² nm², a Kane energy $P^2/c_0$ of 20 eV.

The level lies 49.6 meV above the conduction edge at the well centre. The valence components hold 3.75 % of the norm. The values of $\psi^2/N$ at the left and right interfaces are 0.02386 and 0.01268 nm⁻¹: the field pushes the electron to the left. Your mean slope is

$$5\times0.9625+500\times(0.01268-0.02386)\approx-0.78\ \text{meV/nm}.$$

The mass-gradient integral gives the same $-0.779$ meV/nm. It is about 16 % of the applied slope, with the opposite sign. With the same edges but one uniform mass, the mean slope vanishes to the printed digits.

**Q:** And the Rashba coefficient?

**A:** At the well centre $u=0.850$ eV, and the response of $\beta$ to a rigid shift of both valence edges is

$$\frac{0.762}{3}\Big(\frac1{0.850^2}-\frac1{1.180^2}\Big)\approx0.169\ \text{nm}^2 .$$

The tilt inside the layers contributes 0.802 meV nm, close to $0.169\times5=0.85$. The difference comes mainly from the conduction share of the norm, and less from the weaker response in the barriers and its variation across the tilted well.

For the interfaces, $\beta$ is 0.08365 eV nm² in the well and 0.05380 in the barrier, a step of $-0.02985$ on going outward. Weighted with the density difference, it gives

$$-0.02985\times(0.01268-0.02386)\ \text{eV nm}\approx0.334\ \text{meV nm}.$$

But the step is not the same on both sides, since the valence edges have been tilted by $\pm0.025$ eV there. The barrier response is $0.254\,(1/1.050^2-1/1.350^2)\approx0.091$ nm², so the step changes by $\pm(0.091-0.169)\times0.025\approx\mp0.0020$ eV nm². Multiplied by the summed densities, 0.0365 nm⁻¹, this is $-0.07$ meV nm. The interface part is then about 0.26 meV nm, as the full evaluation gives, and

$$\alpha=0.802+0.263=1.065\ \text{meV nm}=0.0107\ \text{eV Å}.$$

As an independent test, the full eight-band Hamiltonian was diagonalized at $k_y=0.01$ nm⁻¹ and the splitting divided by $2k_y$. That gives 1.0649 meV nm.

**Q:** What would my recipe have given, if I had used the true mean force instead of zero?

**A:** $0.1694\times(-0.779)=-0.132$ meV nm: the wrong sign, and about an eighth of the size.

**Q:** Could I estimate $\alpha$ without solving for the wave function?

**A:** Approximately. Treat the mass as uniform in the force balance and ignore the small valence share. Then $eF+\Delta E_c(\rho_R-\rho_L)=0$, where $\rho=\psi^2/N$ at the interfaces and $\Delta E_c$ is the conduction step. The density difference is $-eF/\Delta E_c$. With the untilted values of $\beta$,

$$\alpha\approx eF\Big[\frac{\partial\beta}{\partial E_v}\Big|_{\rm well}+\frac{\beta_{\rm well}-\beta_{\rm barrier}}{\Delta E_c}\Big].$$

Here it gives $5\times(0.1694+0.02985/0.50)\approx1.15$ meV nm, about 8 % above the full value. It needs a weak tilt across the well, similar masses in the two layers and a density mostly inside the well. Part of the agreement is luck: neglecting the mass step lowers the interface part, while neglecting the tilt of the $\beta$ steps raises it. Both errors scale with the field, so a weaker field does not remove them, and in a 5 nm well the estimate is about 20 % too high.

**Q:** You have shown a formula without $E_c'$. I would be more convinced if you switched the fields separately.

**A:** That can be done in the model, though not with an electric field alone. First keep the conduction edge as it was, tilt and steps included, but make $E_v$ and $\Delta$ uniform throughout. The state is still skewed, with interface densities of 0.02104 and 0.01145 nm⁻¹. The eight-band splitting gives $\alpha=0$ to the printed digits. An asymmetric electron density alone does not produce the effect.

**Q:** In that case the mass is uniform too, so my mean force is zero. My recipe survives.

**A:** It does, so that case cannot decide between us. The reverse one can. Remove the tilt from $E_c$, keep it in the valence edges, and leave all steps as they were. The mean conduction slope is then only $-0.134$ meV/nm, which your recipe would turn into about $-0.02$ meV nm. The eight-band splitting gives $+0.743$ meV nm.

**Q:** Then what if there are no opposite steps, and the valence edges follow the conduction edge everywhere?

**A:** Then your intuition is nearly right, provided the confinement is shallow compared with the gap. Let all edges shift by the same $V(z)$, with constant $\Delta$ and gap $E_g$, so that $u=E-V+E_g$. Expand $\beta'=\beta_VV'$ about $V=E$, with subscripts for derivatives with respect to $V$ taken there:

$$N\alpha\approx\beta_V\int V'\psi^2dz+\beta_{VV}\int(V-E)V'\psi^2dz .$$

By the force balance, the first integral is $-A_V\int V'\psi'^2dz$ to this order. In the second, where $A$ may be treated as constant, integrate by parts, use $(V-E)\psi=A\psi''$, and integrate by parts again:

$$\int(V-E)V'\psi^2dz=-\int(V-E)^2\psi\psi'dz$$
$$=-A\int(V-E)\psi''\psi'dz=\frac A2\int V'\psi'^2dz .$$

Together,

$$N\alpha\approx\Big(\tfrac12A\beta_{VV}-A_V\beta_V\Big)\int V'\psi'^2dz .$$

The term proportional to the mean force has gone. What remains carries two extra derivatives of $\psi$, so it is smaller by roughly the confinement energy over the gap. With the well's gap and $\Delta=0.33$ eV, the bracket is $0.287-0.197\approx0.09$ nm⁴, so the two corrections also partly cancel.

For a 10 nm well only 0.1 eV deep, with a tilt of 1 meV/nm, the eight-band splitting gives $\alpha\approx0.002$ meV nm with the same 15 nm barriers. About half of that comes from the hard outer walls of the model, which this weakly confined state still reaches; with 30 nm barriers $\alpha$ is about 0.001 meV nm. The product of valence response and applied slope would be 0.178 meV nm. The suppression is thus about a hundredfold or more, but $\alpha$ is not zero. The factor is particular to this well, because $\alpha$ changes sign between depths of 0.1 and 0.2 eV: the leading expansion explains why $\alpha$ is small, not this exact value. For a deep well the expansion fails and this suppression cannot be relied on.

**Q:** Does your main example describe a material I could grow?

**A:** Its parameters are rough typical values for an InGaAs well between InAlAs barriers. The model mass in the well, $0.045\,m_0$ at the level, is reasonable for that alloy. The barrier value of $0.054\,m_0$ is lighter than the band-edge mass, because it is evaluated at the electron's energy, deep below the barrier edge. Strongly asymmetric wells of this family have Rashba coefficients of very roughly 5 to 10 meV nm. Our value is lower, and the field chosen here is modest.

Among the neglected effects sized here, the largest for the observed splitting is the crystal's own inversion asymmetry. With a rough Dresselhaus constant of 0.027 eV nm³ and $\langle k_z^2\rangle=0.0472$ nm⁻², its linear coefficient is about 1.3 meV nm, comparable with $\alpha$ itself. A measured splitting in such a well must not be read as $2\alpha k$ without separating the two.

**Q:** And the errors in $\alpha$ itself?

**A:** Lowering both gaps by 0.06 eV, a rough allowance for 300 K with the band steps held fixed, raises $\alpha$ to 1.26 meV nm, by 18 %. The Kane energy matters as much: taking 25 eV instead of 20 eV, with the same band edges, raises $\alpha$ by about 20 %. A sheet density of $10^{11}$ cm⁻² changes the field by about 0.013 MV/cm across its own charge, a quarter of the applied field, so a doped well needs a self-consistent potential.

At that density and low temperature the Fermi wavevector is 0.079 nm⁻¹, and the splitting divided by $2k$ there is 1.047 meV nm, less than 2 % below the small-$k$ value. At 300 K the electrons are not degenerate, since the Fermi energy is 5.2 meV against a thermal energy near 26 meV. They then reach larger wavevectors: at 0.175 nm⁻¹, where the in-plane kinetic energy is about the thermal energy, the splitting divided by $2k$ is about 8 % below the small-$k$ value. The second level lies 132 meV higher, with a Boltzmann factor of 0.006.

The omitted remote-band valence dispersion is about 5 % of the energy denominator in the barrier; shifting the barrier's valence edges by that amount would change $\alpha$ by about 4 %, but this overstates the effect: adding an isotropic valence dispersion of that size, $-2\hbar^2k^2/2m_0$, to the eight-band Hamiltonian changes $\alpha$ by only about 0.3 %. Its anisotropic and spin-dependent parts are not sized here. Higher $p$-like conduction bands change the response by only about 0.3 % of the valence part, by an estimate that omits their cross-coupling to the valence bands. Strain, alloy disorder and bonding details at the interfaces are not sized here.

**Q:** Is the state even bound, with the field on?

**A:** In the finite structure, yes. The barrier's conduction edge falls to $0.50-0.10=0.40$ eV at the lower end, still far above the level. The potential drop across the structure is 0.20 eV, well below the gap, so no valence states reach the level either. If an empty contact lay beyond the lower barrier, the escape time would be of the order of 0.1 ms, long compared with the electron's motion across the well.

**Q:** Then I should restate my claim. A bound electron has zero total mean force, but the Rashba coefficient measures something else: the valence-edge slopes and steps, sampled by the conduction density.

**A:** Within the Kane model, yes. The remaining values are in the numerical output below.

## Numbers as computed

```
Well width: 10.0 nm
Each barrier width: 15.0 nm
Applied field: 0.050 MV/cm
Applied edge slope eF: 5.000 meV/nm
Well gap: 0.80 eV
Conduction step: 0.50 eV
Valence edge, barrier minus well: -0.20 eV
Spin-orbit splitting, well: 0.33 eV
Spin-orbit splitting, barrier: 0.30 eV
Kane energy: 20.0 eV
P squared: 0.7620 eV^2 nm^2
Level above well-centre edge: 49.55 meV
Well mass at the level: 0.0447 m0
Barrier mass at the level: 0.0536 m0
Valence population: 3.75 %
Density at left interface: 0.02386 1/nm
Density at right interface: 0.01268 1/nm
beta in well (centre): 0.08365 eV nm^2
beta in barrier (no tilt): 0.05380 eV nm^2
Valence response d(beta)/dEv in well: 0.1694 nm^2
Mean conduction-edge slope: -0.779 meV/nm
Same from mass gradient: -0.779 meV/nm
Same for uniform mass, size below 0.001: 0.000 meV/nm
alpha, tilt part: 0.8020 meV nm
alpha, interface part: 0.2632 meV nm
alpha, formula: 1.0652 meV nm
alpha, formula: 0.01065 eV angstrom
alpha, eight-band splitting: 1.0649 meV nm
alpha, mistaken recipe: -0.1320 meV nm
Conduction tilt only: alpha size: 0.0000 meV nm
  left density: 0.02104 1/nm
  right density: 0.01145 1/nm
Valence tilt only: alpha: 0.7434 meV nm
  mean conduction-edge slope: -0.134 meV/nm
Rigid shallow well (0.1 eV, 1 meV/nm): alpha: 0.00216 meV nm
  response times slope: 0.17815 meV nm
Rough Dresselhaus constant: 0.027 eV nm^3
Mean kz squared: 0.0472 1/nm^2
Dresselhaus linear coefficient: 1.27 meV nm
Remote valence term / barrier denominator: 4.6 %
Upper p-band response / valence response: 0.27 %
alpha with gaps 0.06 eV smaller (300 K): 1.2573 meV nm
Sheet density for estimates: 1.0e+11 cm^-2
Field change across its charge: 0.0129 MV/cm
Fermi wavevector: 0.0793 1/nm
Fermi energy: 5.18 meV
Splitting/(2k) at Fermi wavevector: 1.0467 meV nm
Second level above first: 131.6 meV
Boltzmann factor of second level, 300 K: 6.2e-03
Barrier escape exponent: 22.7
Escape time to an empty contact: 2.4e-04 s
Potential drop over structure: 0.20 eV
```
